\section*{Surface step left by a drying polymer film over a substrate step}

\section*{The problem}

A polymer solution is coated over a rigid substrate containing long, parallel terraces. Neighbouring terraces have equal width and differ in height by \(d=100\) nm. The film covers them completely. It solidifies when polymer occupies a fraction \(\phi_s=0.70\) of its volume, and at that moment its upper surface is flat. The solvent still present then evaporates.

Heights are measured upward from the lower terrace. Subscripts \(L\) and \(H\) denote the lower and higher terraces. The film thicknesses at solidification are \(h_L=500\) nm and \(h_H=400\) nm. Unless a part says otherwise, assume that:
\begin{itemize}
\item the polymer fraction at solidification is the same on both sides;
\item polymer and solvent volumes add;
\item after solidification, polymer does not move sideways, so each column shrinks vertically;
\item all solvent finally leaves, and the initial and final temperatures are equal.
\end{itemize}

\section*{Part (a): the final step}

\textbf{Question.} Show that the dry surface has a 30 nm step. Find the final height on each side and explain which side sinks more.

\textbf{Model answer.} A column of thickness \(h\) and unit area contains a polymer volume \(\phi_s h\). This volume is conserved. When the solvent has gone, it is the whole volume of the column, so the dry thickness is \(\phi_s h\).

Because the surface was flat,
\begin{equation}
h_L=d+h_H .
\end{equation}
The final surface heights are
\begin{equation}
z_L=\phi_s h_L,\qquad z_H=d+\phi_s h_H .
\end{equation}
The surface step, counted positive when the surface is higher over the raised terrace, is therefore
\begin{align}
s&=z_H-z_L\\
&=d+\phi_s(h_H-h_L)\\
&=d-\phi_s d=(1-\phi_s)d .
\end{align}
For the given film,
\begin{align}
z_L&=0.70\times500=350\ \text{nm},\\
z_H&=100+0.70\times400=380\ \text{nm},\\
s&=380-350=30\ \text{nm}.
\end{align}

The lower side loses 150 nm of thickness and the higher side loses 120 nm. The fractional shrinkage is equal, but the thicker column contains more solvent and sinks further. The total thickness cancels from \(s\), provided the film covers the raised terrace. The sides may dry at different speeds without changing this end point, since each retains its own polymer.

\section*{Part (b): imperfect drying and an imperfectly flat start}

\textbf{Question.} Find the step in each of these separate cases: (i) drying stops at polymer fraction \(\phi_f=0.97\) on both sides; (ii) the dry polymer occupies 1 percent more volume than additivity predicts; (iii) the surface already has a step \(s_0\) at solidification.

\textbf{Model answer.} In case (i), a column of final thickness \(h_f\) satisfies \(\phi_f h_f=\phi_s h\), so \(h_f=(\phi_s/\phi_f)h\). Replacing the shrinkage factor \(\phi_s\) in part (a) by \(\phi_s/\phi_f\) gives
\begin{equation}
s=\left(1-\frac{\phi_s}{\phi_f}\right)d
=\left(1-\frac{0.70}{0.97}\right)100\ \text{nm}=27.8\ \text{nm}.
\end{equation}
Retained solvent reduces the step because less shrinkage has occurred. If \(\phi_f=\phi_s\), no solvent leaves after solidification and the surface remains flat.

In case (ii), the dry thickness is \(1.01\phi_s h\), so
\begin{equation}
s=(1-1.01\phi_s)d=29.3\ \text{nm}.
\end{equation}

In case (iii), the thicknesses at solidification obey \(h_H-h_L=-d+s_0\). Hence
\begin{equation}
s=d+\phi_s(-d+s_0)=(1-\phi_s)d+\phi_s s_0 .
\end{equation}
An existing step is reduced by the factor \(\phi_s\), and the shrinkage step is added to it. For \(s_0=d\), the film was conformal and the full substrate step remains.

\section*{Part (c): why flatness alone is insufficient}

\textbf{Question.} A film begins flat with uniform polymer fraction \(\phi_0=0.20\). Solvent evaporates at the same rate \(E\), measured as thickness per time, from both sides. Nothing moves sideways at any stage. Does the surface remain flat while it is still liquid? What is the final step?

\textbf{Model answer.} Both surfaces descend at speed \(E\), so the surface remains flat without any flow. The compositions nevertheless separate. Equal solvent losses remove a larger fraction of the thinner column, which becomes richer in polymer.

If the initial thicknesses are \(H\) and \(H-d\), the polymer volumes per area are \(\phi_0H\) and \(\phi_0(H-d)\). After complete drying,
\begin{equation}
s=d+\phi_0(H-d)-\phi_0H=(1-\phi_0)d=80\ \text{nm}.
\end{equation}
A flat surface alone therefore does not fix the step at 30 nm; the derivation in part (a) also uses equal polymer fractions at solidification. For a film that starts with uniform composition and stays flat under uniform evaporation, equal fractions require polymer and solvent to exchange sideways while the film is liquid.

\section*{Part (d): finite lateral mixing}

\textbf{Question.} Let lateral diffusion have constant diffusivity \(D\), and let each terrace have width \(w\). The liquid surface stays flat and \(E\) is uniform. Composition is uniform through the thickness. Solidification now occurs when the polymer fraction averaged over the film volume reaches \(\phi_s\). For slow drying, find the correction to the step between terrace centres. Evaluate it for \(E=10\) nm/s, \(D=1\ \mu\text{m}^2/\text{s}\) and \(w=4\ \mu\text{m}\).

\textbf{Model answer.} Flatness makes \(\partial h/\partial t\) independent of position. By symmetry no volume crosses the terrace centres, so volume balance between two centres gives \(\partial h/\partial t=-E\). Local volume balance then gives zero net lateral volume flux everywhere. Polymer moves only by exchange with solvent:
\begin{equation}
\frac{\partial(\phi h)}{\partial t}
=\frac{\partial}{\partial x}\left(Dh\frac{\partial\phi}{\partial x}\right).
\end{equation}
Expanding the left side,
\begin{equation}
h\frac{\partial\phi}{\partial t}-E\phi
=\frac{\partial}{\partial x}\left(Dh\frac{\partial\phi}{\partial x}\right).
\end{equation}

If diffusion is fast compared with drying, \(\phi\) is nearly uniform and rises at a nearly uniform rate \(r\). Put \(\phi\simeq\phi_s\) in the evaporation term. Integration between centres removes the diffusion term, giving \(r=\phi_sE/\bar h\), where \(\bar h=(h_H+h_L)/2=450\) nm. On either terrace \(h\) is constant, so
\begin{equation}
D\frac{d^2\phi}{dx^2}=\phi_sE\left(\frac1{\bar h}-\frac1h\right).
\end{equation}
The slope vanishes at a terrace centre, a distance \(w/2\) from the edge. Integrating twice gives
\begin{equation}
\phi_{\rm centre}-\phi_{\rm edge}
=\frac{\phi_sEw^2}{8D}\left(\frac1h-\frac1{\bar h}\right).
\end{equation}
Call this difference \(a_H\) on the higher side and \(-a_L\) on the lower side. Since \(\bar h-h_H=h_L-\bar h=d/2\),
\begin{equation}
h_Ha_H=h_La_L=\frac{\phi_sEw^2d}{16D\bar h}.
\end{equation}

The average of each parabola differs from its edge value by two thirds of its centre-to-edge difference. At solidification the polymer fraction averaged over the film volume equals \(\phi_s\), so
\begin{equation}
h_H\left(\phi_{\rm edge}+\tfrac23a_H\right)
+h_L\left(\phi_{\rm edge}-\tfrac23a_L\right)=2\bar h\phi_s .
\end{equation}
The two corrections cancel, so \(\phi_{\rm edge}=\phi_s\). The dry step between centres is
\begin{align}
s&=d+h_H(\phi_s+a_H)-h_L(\phi_s-a_L)\\
&=(1-\phi_s)d+\frac{\phi_sEw^2d}{8D\bar h}.
\end{align}
With \(w\) in micrometres and \(D\) in square micrometres per second, their length units cancel, leaving
\begin{equation}
\Delta s=\frac{0.70\times10\times4^2\times100}{8\times1\times450}\ \text{nm}=3.11\ \text{nm}.
\end{equation}

The slow-drying condition can be checked. For nearly uniform thickness, a composition wave \(\cos(\pi x/w)\) decays in a time \(w^2/(\pi^2D)=1.6\) s, while the thickness changes over \(\bar h/E=45\) s. Numerical integration of the full polymer balance from \(\phi_0=0.20\) gives a step of 32.90 nm. Its excess over 30 nm is about 7 percent below the slow-drying value. With \(E\) ten times smaller and the other settings fixed, the integrated step is 30.31 nm, in agreement with the formula. With the original \(E\) and \(D\) one hundred times larger, it is 30.03 nm.

\section*{Part (e): the region near an edge}

\textbf{Question.} Model the solid as an incompressible elastic layer of thickness \(h\), bonded to the substrate, to which a small volume shrinkage \(e\) is applied. The substrate height is \(b\cos kx\), with \(b\ll h\) and \(kb\ll1\), and the upper surface is initially flat. Find the factor \(T\) by which the surface wave differs from the vertical-column prediction \(eb\cos kx\). What does it imply for the terraces?

\textbf{Model answer.} On a flat substrate the displacement is \(u_z=-ez\), with no sideways displacement. The wavy base adds a displacement of zero divergence,
\begin{equation}
u_z=W(z)\cos kx,\qquad u_x=-\frac{W'(z)}k\sin kx .
\end{equation}
The total displacement vanishes at \(z=b\cos kx\). To first order this requires \(W(0)=eb\) and \(W'(0)=0\).

Let \(\mu\) be the shear modulus and \(p\) the added pressure. Horizontal equilibrium, \(\partial_xp=\mu\nabla^2u_x\), gives
\begin{equation}
p=\mu\left(\frac{W'''}{k^2}-W'\right)\cos kx .
\end{equation}
Putting this into vertical equilibrium, \(\partial_zp=\mu\nabla^2u_z\), gives
\begin{equation}
W''''-2k^2W''+k^4W=0 .
\end{equation}
At the free top, zero shear and normal stresses require
\begin{equation}
W''+k^2W=0,\qquad 3W'-W'''/k^2=0 .
\end{equation}

With \(\zeta=kz\), the solution satisfying both base conditions is
\begin{equation}
\frac W{eb}=\cosh\zeta+A(\zeta\cosh\zeta-\sinh\zeta)+B\zeta\sinh\zeta .
\end{equation}
Write \(q=kh\), \(C=\cosh q\) and \(S=\sinh q\). The top conditions, divided by common factors, become
\begin{align}
AqC+B(C+qS)&=-C,\\
A(qS-C)+BqC&=-S .
\end{align}
Their determinant is \(q^2C^2-(q^2S^2-C^2)=C^2+q^2\), because \(C^2-S^2=1\). Thus
\begin{equation}
A=\frac{SC-q}{C^2+q^2},\qquad B=-\frac{C^2}{C^2+q^2}.
\end{equation}
Substitution at \(\zeta=q\) gives
\begin{align}
T&=\frac{C(C^2+q^2)+(SC-q)(qC-S)-qSC^2}{C^2+q^2}\\
&=\frac{C(C^2-S^2)+qS}{C^2+q^2}
=\frac{\cosh q+q\sinh q}{\cosh^2q+q^2}.
\end{align}

For small \(q\), \(T\simeq1-q^2/2\): wide features follow the vertical-column rule. For large \(q\), \(T\simeq2qe^{-q}\): narrow features are smoothed. The longest wave of the terrace pattern has \(k=\pi/w\). Using \(h=\bar h\), this gives \(q=0.353\) and \(T=0.949\).

A terrace pattern contains the waves \(k_n=n\pi/w\), with odd \(n\). With \(x\) measured from an edge, its response relative to the ideal plateau is
\begin{equation}
R(x)=\sum_{n\ \rm odd}\frac4{\pi n}T(k_n\bar h)\sin\frac{n\pi x}{w}.
\end{equation}
At a terrace centre \(R=0.980\), so this estimate lowers the 30 nm step to about 29.4 nm. The response is within 5 percent of the ideal plateau beyond about \(1.0\ \mu\)m from an edge. Both figures use the mean thickness at solidification. With the dry mean thickness of 315 nm, the same sum gives \(R=0.995\) and a distance of about \(0.7\ \mu\)m. They therefore give only the scale of the edge effect. The finite step height also matters: the same linear problem solved numerically on the actual geometry, a sharp bonded 100 nm wall between layers of 400 and 500 nm, gives a centre ratio of about 0.99 and unequal distances of roughly \(0.7\ \mu\)m on the higher side and \(0.3\ \mu\)m on the lower side. The model also neglects elastic volume change. In a wide bonded layer with Poisson ratio \(\nu\) whose stress does not relax, linear elasticity gives a vertical strain of only \((1+\nu)/[3(1-\nu)]\) times the applied volume shrinkage, or 0.69 times for \(\nu=0.35\). This would lower the step at terrace centres too, so the 30 nm result assumes that little such elastic strain remains. The theory is linear in shrinkage and assumes a low, gently sloping substrate wave, whereas the actual shrinkage is 30 percent and the terrace edges are sharp.

\section*{Part (f): later levelling by surface tension}

\textbf{Question.} Suppose the solidified film still flows slowly, with viscosity \(\eta=10^9\) Pa s and surface tension \(\gamma=0.03\) N/m. Estimate how much of the step disappears in 60 s.

\textbf{Model answer.} Let the surface displacement be \(\xi=a\cos kx\). For small slopes, surface tension produces a pressure \(p=-\gamma\partial_x^2\xi=\gamma k^2\xi\). In a thin film, \(\eta\partial_z^2v=\partial_xp\), with \(v=0\) at the base and \(\partial_zv=0\) at the top. Therefore
\begin{equation}
v=\frac{\partial_xp}{\eta}\left(\frac{z^2}{2}-hz\right),\qquad
\int_0^hv\,dz=-\frac{h^3}{3\eta}\partial_xp .
\end{equation}
Volume conservation gives
\begin{equation}
\frac{\partial\xi}{\partial t}=\frac{h^3}{3\eta}\partial_x^2p
=-\frac{\gamma h^3k^4}{3\eta}\xi,
\qquad \tau=\frac{3\eta}{\gamma h^3k^4}.
\end{equation}

For the longest terrace wave and the thickness at solidification, \(h=\bar h\), \(\tau=2.9\times10^6\) s. If the step were this one wave, it would lose \(30(1-e^{-60/\tau})\simeq6\times10^{-4}\) nm. This sets the size of the change, not its sign. Drying thins the film to a mean of \(\phi_s\bar h=315\) nm. Since \(\tau\) varies as \(h^{-3}\), it then rises to \(8.4\times10^6\) s and the estimated loss falls to about \(2\times10^{-4}\) nm. Shorter waves relax faster, so edges round before terraces level. The terrace profile is a sum of odd waves, as in part (e), and at a terrace centre the \(n=3\) wave opposes the longest one and decays faster. Removing it first raises the centre-to-centre step. Summing all waves for a uniform layer, with the full-layer decay rate \((\gamma k/2\eta)(SC-q)/(C^2+q^2)\) and \(q\), \(C\), \(S\) as in part (e), the step at \(10^9\) Pa s grows by about \(9\times10^{-4}\) nm for \(h=\bar h\) and \(3\times10^{-4}\) nm for the dry film. Either way it changes by less than \(10^{-3}\) nm. In the dry film the step still grows by 4 to 5 nm in 60 s at \(10^5\) Pa s, and it falls only when 60 s becomes a sizeable fraction of \(\tau\). At this wavelength the full layer equations give 0.817 of the thin-film rate for the thickness at solidification, and 0.90 for the dry film, which leaves the conclusion unchanged. In the thin-film estimate, \(\tau\) falls to 60 s at a viscosity of about \(2\times10^4\) Pa s for the thickness at solidification, but only at about \(7\times10^3\) Pa s for the thinner dry film. A bake that softens the dry film to this lower value can reduce the step substantially within a minute.

\section*{Comparison with a photoresist film}

The thicknesses are in the range of photoresist coatings. The polymer fraction at solidification, surface tension, diffusivity, evaporation rate and solid viscosity are rough assumptions, not data for a particular resist. The first matters most for the ideal step: changing \(\phi_s\) by 0.10 changes that step by 10 nm. Constant \(D\) is a strong simplification, because solvent mobility can fall by orders of magnitude as a polymer film dries. For \(D=0.1\ \mu\text{m}^2/\text{s}\), with the other settings fixed, the formula in part (d) would add about 31 nm and double the step. Composition would then relax in 16 s, no longer very short beside 45 s, and the formula overestimates the effect: integrating the full polymer balance adds only about 19 nm. Real coatings may also fail to be flat over wide terraces. By part (b), an existing 20 nm step at solidification would raise the result from 30 to 44 nm. The value of 30 nm thus applies away from terrace edges, in films that are flat and well mixed at solidification and then dry fully, with little elastic volume strain remaining and no later reflow. The main computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Substrate step: 100.0 nm
Polymer fraction at solidification: 0.70
Low-side thickness at solidification: 500.0 nm
High-side thickness at solidification: 400.0 nm
Mean thickness at solidification: 450.0 nm
Low-side dry thickness: 350.0 nm
High-side dry thickness: 280.0 nm
Low-side height loss: 150.0 nm
High-side height loss: 120.0 nm
Low-side final surface height: 350.0 nm
High-side final surface height: 380.0 nm
Final step, formula: 30.00 nm
Final step, integrated drying: 30.00 nm
Final step, 300 nm thicker film: 30.00 nm
Residual-solvent polymer fraction: 0.97
Step with residual solvent: 27.84 nm
Step with 1% extra dry volume: 29.30 nm
Starting polymer fraction: 0.20
Terrace width: 4.0 um
Assumed evaporation rate: 10.0 nm/s
Assumed lateral diffusivity: 1.0 um^2/s
Step, 100 times faster mixing: 30.03 nm
Step, assumed finite mixing: 32.90 nm
Excess step, slow-drying formula: 3.11 nm
Step, 10 times slower drying: 30.31 nm
Step, no lateral mixing: 80.00 nm
Scaled wave number q: 0.353
Transfer factor at q: 0.949
Terrace-centre response / ideal: 0.9803
Edge distance for 5% agreement: 1013 nm
Assumed surface tension: 0.030 N/m
Assumed solid viscosity: 1.0e+09 Pa s
Levelling observation time: 60 s
Thin-film levelling time: 2.88e+06 s
Full / thin-film levelling rate: 0.817
Viscosity for levelling in that time: 2.08e+04 Pa s
Step lost by later levelling: 6.2e-04 nm
\end{verbatim}
